# Why Lennard-Jones bcc Is Unstable: Tetragonal Shear and the Bain Path

Place Lennard-Jones atoms on a body-centred cubic lattice and hand the crystal to a structure optimizer. Every atom is a centre of inversion, so every force vanishes. Cubic symmetry makes the stress a pure pressure, and one adjustment of the volume removes it. The optimizer reports convergence, and the bulk modulus, $C_{11}$ and $C_{44}$ all come out positive. Yet the structure is a saddle point: stretching the cube along one edge while shrinking the other two lowers the energy. Vanishing forces and stress cannot reveal this, since symmetry and one choice of volume guarantee them. The second derivative along that distortion decides the matter, and for a pair potential it can be written down shell by shell.

## The model and its elastic constants

The crystal is a static Bravais lattice at zero temperature, with volume $\Omega$ per atom and energy per atom

$$E=\tfrac12\sum_{\mathbf R\neq0}\phi(R),\qquad \phi(r)=4\varepsilon\left[(\sigma/r)^{12}-(\sigma/r)^{6}\right].$$

The factor $\tfrac12$ shares each bond between two atoms. Energies are in $\varepsilon$ and lengths in $\sigma$.

A homogeneous deformation $\mathbf R'=F\mathbf R$ changes squared lengths by $R'^2=R^2+2R_i\eta_{ij}R_j$, where $\eta=\tfrac12(F^TF-1)$ is the Lagrangian strain and repeated indices are summed. This relation involves no approximation, so it pays to treat the potential as a function of $s=R^2$, $f(s)=\phi(\sqrt s)$. Since $d/ds=(1/2R)\,d/dR$,

$$f'=\frac{\phi'}{2R},\qquad f''=\frac1{2R}\left(\frac{\phi''}{2R}-\frac{\phi'}{2R^2}\right)=\frac{g}{4R^4},\qquad g\equiv R^2\phi''-R\phi'.$$

Taylor expansion in $\delta s=2R_i\eta_{ij}R_j$ gives $\tfrac12[f'\delta s+\tfrac12f''\delta s^2]$ per neighbour, so

$$\Delta E=\sum f'R_iR_j\,\eta_{ij}+\sum f''R_iR_jR_kR_l\,\eta_{ij}\eta_{kl}+O(\eta^3).$$

The stress and the elastic constants (Brugger constants, derivatives with respect to $\eta$) are defined by $\Delta E=\Omega[\sigma_{ij}\eta_{ij}+\tfrac12C_{ijkl}\eta_{ij}\eta_{kl}]$. Matching terms,

$$\sigma_{ij}=\frac1{2\Omega}\sum\phi'\frac{R_iR_j}{R},\qquad C_{ijkl}=\frac1{2\Omega}\sum g\,\frac{R_iR_jR_kR_l}{R^4}.$$

In a cubic lattice, with $\mathbf R=(x,y,z)$ along the cube axes, the mirror planes remove sums odd in any coordinate and the threefold axis makes $x^2,y^2,z^2$ equivalent, each worth $R^2/3$ under the sum. Hence $\sigma_{ij}=-P\delta_{ij}$ with $P=-\frac1{6\Omega}\sum R\phi'$. This is the ordinary pressure: $\eta=\lambda\delta_{ij}$ changes the volume by $3\lambda\Omega$ and the energy by $-3\lambda\Omega P$. Three constants survive: $C_{11}=C_{xxxx}$, $C_{12}=C_{xxyy}$, $C_{44}=C_{yzyz}$. The last two contain $x^2y^2$ and $y^2z^2$, equal under the sum, so $C_{12}=C_{44}$, the Cauchy relation of this model.

At $P=0$ stability against homogeneous strain requires the quadratic form to be positive. Its diagonal-strain part is a $3\times3$ matrix with $C_{11}$ on the diagonal and $C_{12}$ off it; $(1,1,1)$ has eigenvalue $C_{11}+2C_{12}$ and any traceless vector has eigenvalue $C_{11}-C_{12}$. The off-diagonal strains contribute $2C_{44}(\eta_{yz}^2+\eta_{zx}^2+\eta_{xy}^2)$. The Born criteria are that these three combinations be positive.

## The tetragonal shear

Take $F=e^{h}$ with $h=t\,\mathrm{diag}(-1,-1,2)$. Then $\det F=e^{\operatorname{tr}h}=1$, so the volume is conserved for any $t$, and $\eta=\tfrac12(e^{2h}-1)=h+h^2+O(t^3)$. The term linear in $\eta$ contributes $-P\operatorname{tr}\eta=-P\operatorname{tr}h^2=-6Pt^2$. In the quadratic term $\eta$ may be replaced by $h$, and $\sum_{i\ne j}h_ih_j=(\operatorname{tr}h)^2-\operatorname{tr}h^2=-6t^2$ gives $\tfrac12[6t^2C_{11}-6t^2C_{12}]$. Together,

$$\Delta E=6\,\Omega\,C'\,t^2+O(t^3),\qquad C'=\tfrac12(C_{11}-C_{12})-P.$$

Since the volume does not change, $\Delta E$ is also the change of the enthalpy $E+P\Omega$, and $C'<0$ means instability at fixed volume and at fixed pressure alike. At $P=0$ the condition is the Born criterion on $C_{11}-C_{12}$; under load the $-P$ must be kept.

Inserting the lattice sums and grouping neighbours into shells of $N$ atoms at a common distance $R$,

$$\Omega C'=\sum_{\rm shells}\left[\frac{w\,g(R)}4+\frac{N\,R\phi'(R)}6\right],\qquad w=\sum_{\rm shell}\frac{x^4-x^2y^2}{R^4}.$$

The weight $w$ is pure geometry. In bcc the vectors are $(a/2)(h,k,l)$ with $h,k,l$ all even or all odd. For the eight $(111)$ vectors $x^4=x^2y^2$, so $w=0$, and likewise for $(222)$. Of the six $(200)$ vectors two have $x^4=R^4$ and none has $xy\neq0$, so $w=2$. The twelve $(220)$ vectors point along $\langle110\rangle$: eight have $x^4/R^4=1/4$ and four have $x^2y^2/R^4=1/4$, so $w=2-1=1$. For the 24 $(311)$ vectors $\sum h^4=8\cdot81+16=664$, $\sum h^2k^2=16\cdot9+8=152$ and $R^4\to11^2$, so $w=512/121$.

## Why the nearest bonds give no stiffness

The curvature $\phi''$ enters through $g$, multiplied by $w$, and $w=0$ for the first bcc shell. The bond lengths show why. Under the shear a $\langle111\rangle$ bond has

$$R^2=\frac{a^2}4\left(2e^{-2t}+e^{4t}\right)=\frac{a^2}4\left[2(1-2t+2t^2)+(1+4t+8t^2)\right]+\dots=\frac{a^2}{4}(3+12t^2)+\dots$$

The first-order terms cancel: the bond rotates, and its length becomes $R_1(1+2t^2)$. A spring stretched by $O(t^2)$ stores curvature energy of order $t^4$, so at order $t^2$ the eight bonds supply $\tfrac12\cdot8\cdot R_1\phi'(R_1)\cdot2t^2$. Dividing by $6t^2$ gives $\tfrac43R_1\phi'(R_1)$, the shell formula with $w=0$, $N=8$.

The sign of this term follows from equilibrium. Zero pressure means $\sum R\phi'=0$. If the second and further shells lie beyond the minimum of $\phi$ at $2^{1/6}\sigma$, they have $\phi'>0$, and the first shell must have $\phi'<0$. The nearest bonds are compressed, the shear lengthens all eight, and they release energy.

With the first shell alone, $P=0$ forces $\phi'(R_1)=0$ and $C'=0$: the lattice is marginal. The program tests this, and the negative curvature of compressed bonds, by differentiating the bond energy numerically.

The bonds of the second shell do change length at first order, so their curvature enters, with whatever sign it has. Four bonds of length $a$ change by the fraction $-t+\tfrac12t^2$ and two by $2t+2t^2$, so

$$\Delta E_2=\tfrac12\left[a\phi'(a)\,(-4t+2t^2+4t+4t^2)+\tfrac12a^2\phi''(a)\,(4t^2+8t^2)\right]=3t^2\left[a\phi'+a^2\phi''\right],$$

and its share of $\Omega C'$ is $\tfrac12[a^2\phi''(a)+a\phi'(a)]$. If the interaction is cut after these two shells the model closes. Zero pressure reads $8R_1\phi'(R_1)+6a\phi'(a)=0$, so the first-shell term equals $-a\phi'(a)$, and

$$\Omega C'=-a\phi'(a)+\tfrac12\left[a^2\phi''(a)+a\phi'(a)\right]=\tfrac12\,g(a).$$

In the two-shell model bcc resists the shear if and only if $\phi''(a)>\phi'(a)/a$ at $a=2R_1/\sqrt3$. The potential must still curve upward at a distance $2/\sqrt3$ times the nearest-neighbour distance, which is a demand on the width of the well. For Lennard-Jones, $r\phi'=4(-12r^{-12}+6r^{-6})$ and $r^2\phi''=4(156r^{-12}-42r^{-6})$, so $g=4(168r^{-12}-48r^{-6})$ is negative when $r^6>7/2$, that is $r>1.2322\,\sigma$. The two-shell crystal has zero pressure at $a=1.2642\,\sigma$, where $g(a)=-6.706\,\varepsilon$. With $\Omega=a^3/2$, $C'=g(a)/a^3=-6.706/1.2642^3=-3.32\,\varepsilon/\sigma^3$.

The first shell of fcc points along $\langle110\rangle$, so $w=1$, $N=12$, and its share is $g(R_1)/4+2R_1\phi'(R_1)$. The bonds in the basal plane shorten by the fraction $t$; the others have $R^2\propto e^{-2t}+e^{4t}=2+2t+\dots$ and lengthen by $t/2$. The nearest-neighbour curvature acts directly.

## The full Lennard-Jones crystal

With all shells kept, define $S_p=\sum(R_1/R)^p$. Then $E=2[S_{12}R_1^{-12}-S_6R_1^{-6}]$, a quadratic in $R_1^{-6}$ with its minimum at $R_1^{-6}=S_6/2S_{12}$ and value $E=-S_6^2/2S_{12}$. For bcc, $S_{12}=9.11418$ and $S_6=12.25367$ give $R_1=(2\times9.11418/12.25367)^{1/6}=1.0684\,\sigma$, $a=2R_1/\sqrt3=1.2337\,\sigma$, $\Omega=a^3/2=0.9389\,\sigma^3$ and $E=-12.25367^2/(2\times9.11418)=-8.2373\,\varepsilon$. For fcc, $S_{12}=12.13188$ and $S_6=14.45392$ give $R_1=1.0902\,\sigma$, $\Omega=0.9162\,\sigma^3$ and $E=-8.6102\,\varepsilon$. The elastic sums, in $\varepsilon/\sigma^3$, are:

| | $C_{11}$ | $C_{12}=C_{44}$ | $C_{11}-C_{12}$ | $(C_{11}+2C_{12})/3$ |
|---|---|---|---|---|
| bcc | 60.96 | 74.80 | $-13.83$ | 70.19 |
| fcc | 105.18 | 60.19 | $+45.00$ | 75.19 |

The numerical check compares these sums with finite differences of Ewald energies of strained cells. The fcc crystal meets all three Born criteria, and bcc fails the tetragonal one. For round parameters $\varepsilon=10$ meV and $\sigma=0.3$ nm, $\varepsilon/\sigma^3=0.05934$ GPa, so $C_{11}-C_{12}$ is $-13.83\times0.05934=-0.82$ GPa in bcc and $+2.67$ GPa in fcc, and bcc lies $0.373\,\varepsilon=3.7$ meV per atom above fcc.

The bcc total $\Omega C'=0.9389\times(-13.833/2)=-6.494\,\varepsilon$ splits over shells as follows, in $\varepsilon$:

| $N$ | $R^2\phi''$ | $R\phi'$ | $wg/4$ | $wg/4+NR\phi'/6$ |
|---|---|---|---|---|
| 8 | 169.047 | $-5.557$ | 0 | $-7.410$ |
| 6 | 2.542 | 2.946 | $-0.202$ | 2.744 |
| 12 | $-5.171$ | 0.790 | $-1.4905$ | 0.0905 |
| 24 | $-2.175$ | 0.318 | $-2.6375$ | $-1.3641$ |
| 8 | $-1.696$ | 0.247 | 0 | 0.329 |
| rest | | | $-2.164$ | $-0.884$ |

The largest stiffness in the crystal, $R_1^2\phi''=169\,\varepsilon$, contributes nothing. The first shell gives $\tfrac43(-5.557)=-7.41$, the second recovers $\tfrac12(2.542+2.946)=2.744$, and the others do not close the gap.

The last two columns have the same total, because they differ by $\sum R\phi'/6=-\Omega P=0$, but they place it differently. The last column is each shell's energy curvature $d^2E/dt^2$ under the volume-conserving shear, divided by 12 (the program tests this for the five listed shells), and there the compressed first shell dominates. In the $wg/4$ column the zero-pressure condition has handed the first-shell term on to the shells that compress it. That column shows the limit of the two-shell picture. The outer attraction contracts the cube edge from $1.2642\,\sigma$ to $1.2337\,\sigma$, barely beyond the zero of $g$ at $1.2322\,\sigma$, so $g(a)/2=(2.542-2.946)/2=-0.202$ is small and the negative sum comes from the third shell outward. The two-shell model has the right sign, and its $C'$ is about half the full value of $-13.83/2=-6.92\,\varepsilon/\sigma^3$.

## How short the range must be

Power laws turn "short-ranged" into a number. For $\phi=r^{-p}$ with $p>3$, $r\phi'=-pr^{-p}$ and $g=[p(p+1)+p]\,r^{-p}=p(p+2)r^{-p}$. Now let $S_p=\sum R^{-p}$ carry the actual distances and $T_p=\sum(x^4-x^2y^2)R^{-p-4}$. The shell formula becomes

$$\Omega C'=\frac{p(p+2)}4T_p-\frac p6S_p=p\,S_pK_p,\qquad K_p=\frac{(p+2)\,T_p}{4S_p}-\frac16.$$

Both sums scale as (length)$^{-p}$, so $K_p$ depends on the lattice type and not on density.

Two limits are available. As $p\to3$ both sums diverge and are dominated by distant atoms, spread isotropically. On the unit sphere $\langle x^4\rangle=\tfrac12\int_{-1}^1\mu^4d\mu=\tfrac15$, and averaging $(x^2+y^2+z^2)^2=1$ gives $\tfrac35+6\langle x^2y^2\rangle=1$, so $\langle x^2y^2\rangle=\tfrac1{15}$. Then $T_p/S_p\to\tfrac2{15}$ and $K_p\to\tfrac54\cdot\tfrac2{15}-\tfrac16=0$. For large $p$ the nearest shells dominate. In bcc, with $q_p=(R_1/a)^p=(3/4)^{p/2}$, $S_p\approx(8+6q_p)R_1^{-p}$ and $T_p\approx2q_pR_1^{-p}$, so

$$K_p^{\rm bcc}\approx\frac{(p+2)\,q_p}{16+12q_p}-\frac16\;\longrightarrow\;-\frac16 .$$

The exponential loss of the second shell beats the linear growth of $p+2$. At $p=30$ this form is tested against the Ewald curvature to $10^{-5}$ in $K$. In fcc the first shell gives $T_p/S_p\approx1/12$ and $K_p\approx(p+2)/48-1/6$, which grows; at $p=30$ it equals $\tfrac12$, against the computed $0.50003$.

Between the limits $K_p^{\rm bcc}$ is computed: $+0.003622$, $+0.005145$, $+0.004682$, $-0.001486$, $-0.028167$ for $p=4,5,6,8,12$. It peaks at $p_{\max}=5.26$ and vanishes at $p^*=7.66$. On a grid of step $0.5$ from $p=3.25$ to just below $40$ it is tested to rise below $p_{\max}$, fall above it, and be positive below $p^*$ and negative above; the statements about ranges of exponents below rest on that grid. A purely repulsive power law held under pressure keeps $C'>0$ in bcc for $p<p^*$ and loses it beyond.

For a Mie potential $\phi=c\,(r^{-n}-r^{-m})$, $n>m>3$, $c>0$, the formulas are linear in $\phi$:

$$\Omega C'=c\,(nS_nK_n-mS_mK_m),\qquad 6\Omega P=c\,(nS_n-mS_m).$$

At $P=0$ the prefactors are equal, $\Omega C'=c\,nS_n(K_n-K_m)$, and $C'>0$ if and only if $K_n>K_m$. For bcc this fails when $n>m>p_{\max}$, where $K$ falls. For Lennard-Jones $c=4$, and with the dimensionless sums the prefactor is $4\cdot6\,S_6R_1^{-6}=24\,S_6^2/2S_{12}=24|E|$. For bcc, $24\times8.2373\times(-0.028167-0.004682)=-6.494\,\varepsilon$, the shell total again.

When $n>p^*>m$ more is true. The $S_p$ are positive and $K_n<0<K_m$, so both terms of $\Omega C'$ are negative at any density: the repulsion gains from the shear, and so does the attraction, which enters with a minus sign. Lennard-Jones bcc therefore has $C'<0$ at every volume. Four volumes are tested. At $\Omega=0.70\,\sigma^3$, $(C_{11}-C_{12})/2=+39.54$ would suggest that compression has cured the crystal, but $P=67.66$ and $C'=39.54-67.66=-28.1\,\varepsilon/\sigma^3$. At $\Omega=0.85$, $1.10$ and $1.50\,\sigma^3$, $C'=-11.08$, $-3.30$ and $-0.81\,\varepsilon/\sigma^3$.

The instability is not a property of pair potentials as such. Take $n=5$, $m=4$, with $c=\frac n{n-m}(n/m)^{m/(n-m)}$; the minimum lies at $r^{n-m}=n/m$, where $\phi=-c\,r^{-m}(n-m)/n=-1$, so the depth is again $\varepsilon$. Since $K_5>K_4$, $C'>0$. At $P=0$, $\Omega=0.4166\,\sigma^3$, $C_{11}=346.5$, $C_{12}=C_{44}=328.2$ and $C_{11}-C_{12}=+18.3\,\varepsilon/\sigma^3$. All three Born criteria hold, the tetragonal one by about a twentieth of $C_{11}$. They concern homogeneous strain; phonons of finite wavevector are not examined here.

## The unstable phonon

A negative $C'$ shows up in the vibrations. A displacement $\mathbf u_{\mathbf R}-\mathbf u_0$ across a bond produces, to first order, the force $\Phi(\mathbf R)(\mathbf u_{\mathbf R}-\mathbf u_0)$ on atom $0$, where $\Phi_{ij}=\partial_i\partial_j\phi=\phi''n_in_j+(\phi'/R)(\delta_{ij}-n_in_j)$ and $\mathbf n=\mathbf R/R$. For a wave $\mathbf e\,e^{i\mathbf q\cdot\mathbf R}$ the sine parts cancel between $\mathbf R$ and $-\mathbf R$, and for atoms of mass $M$

$$M\omega^2=\sum(1-\cos\mathbf q\cdot\mathbf R)\left[g\,\frac{(\mathbf e\cdot\mathbf R)^2}{R^4}+\frac{\phi'}R\right],$$

provided the unit vector $\mathbf e$ is an eigenvector. Take $\mathbf q\parallel[110]$ and $\mathbf e\parallel[1\bar10]$. The mirror $x\leftrightarrow y$ leaves $\mathbf q$ fixed, and $\mathbf e$ is the one direction odd under it, so it is an eigenvector. For small $q$ replace $1-\cos$ by $\tfrac12(\mathbf q\cdot\mathbf R)^2=\tfrac14q^2(x+y)^2$, which is allowed at leading order because the resulting sum, with terms falling as $R^{-6}$, converges absolutely. With $(\mathbf e\cdot\mathbf R)^2=\tfrac12(x-y)^2$ the first term carries $\tfrac18(x^2-y^2)^2$, worth $\tfrac14(x^4-x^2y^2)$ under the cubic sum. The second carries $\tfrac14(x+y)^2$, worth $\tfrac14\cdot\tfrac23R^2=\tfrac16R^2$. These are the two terms of the shell formula, so $M\omega^2\to\Omega C'q^2$, pressure term included. At $q=0.02/\sigma$ the direct sum gives $M\omega^2/q^2=-6.4938\,\varepsilon$ against $\Omega C'=-6.4940\,\varepsilon$. The frequency is imaginary, and long waves that slide $(110)$ planes along $[1\bar10]$ grow exponentially in the harmonic approximation.

## The Bain path

Continued to finite $t$, the shear generates the body-centred tetragonal family with primitive vectors $(a,0,0)$, $(0,a,0)$, $(a/2,a/2,c/2)$, volume $\Omega=a^2c/2$ and shape parameter $\gamma=c/a$. At $\gamma=1$ it is bcc. At $\gamma=\sqrt2$ the lattice vectors $\mathbf A=(a,a,0)$, $\mathbf B=(-a,a,0)$, $\mathbf C=(0,0,c)$ are orthogonal and of equal length $\sqrt2a$. The primitive vectors are $\tfrac12(\mathbf A-\mathbf B)$, $\tfrac12(\mathbf A+\mathbf B)$, $\tfrac12(\mathbf A+\mathbf C)$, which are face centres of that cube, and its volume $2a^2c=4\Omega$ holds four atoms. This is fcc, with two cube axes turned by $45^\circ$ about $z$.

From any point of the family, $a\to ae^{-t}$, $c\to ce^{2t}$ keeps $\Omega$ and shifts $u=\ln\gamma$ by $3t$. To first order $\eta=h$, so

$$\frac{dE}{dt}=\Omega\,(2\sigma_{zz}-\sigma_{xx}-\sigma_{yy}).$$

This uses the definition of stress and nothing about pair potentials. Suppose $E$ is a smooth function of the lattice geometry, unchanged by rigid rotation. The stress of a cubic lattice is then invariant under its threefold rotation, which permutes the cube axes, so the three diagonal components in those axes are equal and $dE/dt=0$ at $\gamma=1$. At $\gamma=\sqrt2$ the combination $\sigma_{xx}+\sigma_{yy}$ is the trace in the basal plane, unchanged by the $45^\circ$ turn, and $dE/dt=0$ again. The two points are stationary at every volume. The program tests this for Lennard-Jones at three volumes and for a model with embedding and three-body angular terms, whose slope $dE/du$ vanishes at both cubic points and is $-0.24$, $-0.31$, $-0.22$ in its own units at $\gamma=1.1$, $1.2$, $1.3$. The argument fails if the energy depends on something that breaks the cubic symmetry, such as a fixed external field or an ordered electronic state of lower symmetry than the lattice.

The strain $h$ is proportional to the identity in the basal plane, so it has the same form in the fcc cube axes, and $\Delta E=6\Omega C't^2$ applies at both points with the respective $C'$. With $d^2E/dt^2=12\,\Omega C'$ and $du=3\,dt$,

$$\frac{d^2E}{d(\ln\gamma)^2}=\frac{12}{9}\,\Omega C'=\frac43\,\Omega C'.$$

Relaxing the volume does not alter this. Let $\Omega^*(u)$ solve $E_\Omega=0$, with $E_{\Omega\Omega}>0$, subscripts denoting partial derivatives. Then $dE^*/du=E_u+E_\Omega\,\Omega^{*\prime}=E_u$. Differentiating $E_\Omega=0$ gives $\Omega^{*\prime}=-E_{u\Omega}/E_{\Omega\Omega}$, so $d^2E^*/du^2=E_{uu}-E_{u\Omega}^2/E_{\Omega\Omega}$. At a cubic point $E_u=0$ for every $\Omega$, hence $E_{u\Omega}=0$: the relaxed curve is stationary there with the fixed-volume curvature.

For Lennard-Jones the minimization over scale done earlier holds for any shape, so $E^*(\gamma)=-S_6^2/2S_{12}$, a ratio in which the length unit cancels. In $\varepsilon$:

| $\gamma$ | 0.80 | 0.90 | 1.00 | 1.10 | 1.20 |
|---|---|---|---|---|---|
| $E^*$ | $-8.1036$ | $-8.2613$ | $-8.2373$ | $-8.2832$ | $-8.4025$ |

| $\gamma$ | 1.30 | $\sqrt2$ | 1.50 | 1.60 |
|---|---|---|---|---|
| $E^*$ | $-8.5358$ | $-8.6102$ | $-8.5549$ | $-8.3358$ |

The numerical curvature is $-8.659\,\varepsilon$ at bcc, equal to $\tfrac43(-6.494)$, and $+27.48\,\varepsilon$ at fcc, equal to $\tfrac43\times0.91616\times44.995/2$. Along the path bcc is a maximum and fcc a minimum, and on 41 equally spaced points between them $E^*$ is tested to fall at each step. At that resolution no barrier separates them.

A model with the first shell alone has neither a barrier nor a slope along the relaxed path. The eight bonds have $R_1^2=a^2(2+\gamma^2)/4$, and $a$ can be adjusted to hold $R_1$ at the potential minimum for any $\gamma$, so their relaxed energy is flat. In the full crystal the other shells hold these bonds compressed, and how the curvature at bcc splits between shells depends on how the volume is carried along. At fixed volume the first shell gives $-7.41\,\varepsilon$ of $\Omega C'$ and all others together $+0.92\,\varepsilon$. At fixed $R_1$ the first shell gives nothing and the others give the whole $-6.49\,\varepsilon$, since a volume change of order $t^2$ costs no energy at that order when $P=0$. Meanwhile $a/R_1=2/\sqrt{2+\gamma^2}$ falls from $2/\sqrt3$ to $1$: four second neighbours move in and complete the twelve of fcc.

A maximum at $\gamma=1$ descends on both sides, and $E^*(0.80)$ lies above $E^*(1)$, so a minimum must lie between. It is at $\gamma=0.890$ with $E^*=-8.2620\,\varepsilon$, which is $0.025\,\varepsilon$ below bcc and $0.348\,\varepsilon$ above fcc. No symmetry pins it: at fixed volume it sits at $\gamma=0.8902$ for the bcc volume and moves to $0.8995$ at nine tenths of that volume, while the cubic points stay. It is a minimum along this path, and its stability against other strains is not examined.

Symmetry forces the slope to vanish at the two cubic points and leaves the sign of the curvature there, and any further stationary points, to the interaction. For the Mie 5-4 potential $K_5>K_4$ holds in bcc and also in fcc ($0.0196$ against $0.0089$), so both cubic points are minima of the relaxed curve, and a continuous curve with two minima has a maximum somewhere between them.

## Values computed for the example and the checks

```
model eps = 10 meV, sigma = 0.3 nm, eps/sigma^3 = 0.05934 GPa
bcc: S12 = 9.11418, S6 = 12.25367 (R1 = 1)
bcc: v = 0.93890 sig^3, R1 = 1.06843 sig, E = -8.23729 eps
bcc: C11 = 60.9647, C12 = 74.7979, C44(fd) = 74.7979 eps/sig^3
bcc: C11-C12 = -13.8332 eps/sig^3 = -0.8209 GPa; B = 70.1868 eps/sig^3
fcc: S12 = 12.13188, S6 = 14.45392 (R1 = 1)
fcc: v = 0.91616 sig^3, R1 = 1.09017 sig, E = -8.61020 eps
fcc: C11 = 105.1821, C12 = 60.1867, C44(fd) = 60.1867 eps/sig^3
fcc: C11-C12 = 44.9954 eps/sig^3 = 2.6700 GPa; B = 75.1851 eps/sig^3
E(bcc)-E(fcc) = 0.37291 eps = 3.7291 meV
bcc shells: N, R/sig, w, r^2phi'', r phi', w g/4, w g/4 + N r phi'/6 (eps)
   8 1.0684 0.0000  169.047  -5.557  -0.0000  -7.4098
   6 1.2337 2.0000    2.542   2.946  -0.2017   2.7441
  12 1.7447 1.0000   -5.171   0.790  -1.4905   0.0905
  24 2.0459 4.2314   -2.175   0.318  -2.6375  -1.3641
   8 2.1369 0.0000   -1.696   0.247   0.0000   0.3291
  rest: -2.1643 and -0.8837; total v Cp = -6.4940 eps
g(r) = 0 at r = 1.23219 sig; full LJ bcc a = 1.23372 sig
two-shell bcc: a = 1.26419 sig, g(a) = -6.7061 eps, Cp = -3.3192 eps/sig^3
p =  4: K_bcc = +0.003622, K_fcc = +0.008867
p =  5: K_bcc = +0.005145, K_fcc = +0.019623
p =  6: K_bcc = +0.004682, K_fcc = +0.032089
p =  8: K_bcc = -0.001486, K_fcc = +0.061355
p = 12: K_bcc = -0.028167, K_fcc = +0.131833
p = 30: K_bcc = -0.140205, K_fcc = +0.500031
bcc: K = 0 at p* = 7.6604; maximum K = 0.005210 at p = 5.257
v = 0.70 sig^3: P = 67.664, (C11-C12)/2 = 39.539, Cp = -28.125 eps/sig^3
v = 0.85 sig^3: P = 10.410, (C11-C12)/2 = -0.671, Cp = -11.081 eps/sig^3
v = 1.10 sig^3: P = -5.924, (C11-C12)/2 = -9.224, Cp = -3.300 eps/sig^3
v = 1.50 sig^3: P = -5.234, (C11-C12)/2 = -6.046, Cp = -0.812 eps/sig^3
Mie 5-4 bcc: v = 0.4166 sig^3, C11 = 346.545, C12 = 328.213, C11-C12 = 18.332 eps/sig^3
T[110] mode, q = 0.02 /sig: M w^2/q^2 = -6.4938 eps
bcc: d2E/d(ln gamma)^2 = -8.6587 eps, (4/3) v Cp = -8.6587 eps
fcc: d2E/d(ln gamma)^2 = 27.4820 eps, (4/3) v Cp = 27.4820 eps
many-body model dE/d(ln gamma) at 1.1, 1.2, 1.3: -0.2431 -0.3134 -0.2228 (model units)
Bain path: gamma, E relaxed, E at v(bcc) (eps), relaxed v (sig^3)
  0.7500 -7.71047 -7.63079 0.98547
  0.8000 -8.10361 -8.09608 0.95310
  0.8500 -8.24153 -8.24136 0.94108
  0.9000 -8.26127 -8.26125 0.93821
  0.9500 -8.24647 -8.24646 0.93847
  1.0000 -8.23729 -8.23729 0.93890
  1.1000 -8.28321 -8.28294 0.93622
  1.2000 -8.40253 -8.39879 0.92894
  1.3000 -8.53578 -8.52325 0.92074
  1.4142 -8.61020 -8.59048 0.91616
  1.5000 -8.55486 -8.54073 0.91962
  1.6000 -8.33582 -8.33486 0.93384
bct minimum, relaxed: gamma = 0.8902, E = -8.26201 eps
bct minimum at v(bcc): gamma = 0.8902; at 0.9 v(bcc): gamma = 0.8995
```
